# Kohler-Scaling Violation in a Silicide with Two Ordinary Carrier Pockets

**The argument under review**

The manuscript considers the magnetoresistance of a metallic silicide crystal. With $\rho_0(T)$ the zero-field resistivity, it plots

$$
\mathrm{MR}=\frac{\rho(B,T)-\rho_0(T)}{\rho_0(T)}\qquad\text{against}\qquad x=\frac{B}{\rho_0(T)} .
$$

Curves taken at different temperatures do not coincide, so Kohler scaling fails. The manuscript then reasons that Kohler scaling follows from Boltzmann transport of quasiparticles, that its failure excludes such quasiparticles, and that the silicide is therefore not a Fermi liquid.

The inference stands or falls with one question: does Boltzmann transport of ordinary quasiparticles imply Kohler scaling, or is a further assumption needed?

**What the scaling rule assumes**

Consider a pocket of carriers with charge $q$, mass $m$, and relaxation rate $\Gamma$. The field $B$ is along $z$, and the electric field $\mathbf E$ lies in the $xy$ plane. Write the distribution as $f=f_0+(-\partial f_0/\partial\varepsilon)\psi$. The steady Boltzmann equation is

$$
\frac{q}{\hbar}(\mathbf E+\mathbf v\times\mathbf B)\cdot\nabla_k f=-\Gamma(f-f_0).
$$

Since $\nabla_kf_0=\hbar\mathbf v\,\partial f_0/\partial\varepsilon$ and $\mathbf v\cdot(\mathbf v\times\mathbf B)=0$, the magnetic force acts on $\psi$ alone. To first order in $\mathbf E$, division by $-\partial f_0/\partial\varepsilon$ gives

$$
\Gamma\psi+\dot\varphi\,\frac{\partial\psi}{\partial\varphi}=q\,\mathbf E\cdot\mathbf v ,\qquad \dot\varphi=-\frac{qB}{m},
$$

where $\varphi$ is the angle of the in-plane velocity. The sign follows from $m\dot{\mathbf v}=q\mathbf v\times\mathbf B$: with $w=v_x+iv_y$, this reads $\dot w=-i(qB/m)w$.

Now multiply every rate, on every part of every pocket, by one factor $\lambda$. Dividing the equation by $\lambda$ restores the old rates, with $B$ replaced by $B/\lambda$ and the driving term by $1/\lambda$ of itself. All conductivities therefore obey $\sigma(B;\lambda)=\sigma(B/\lambda;1)/\lambda$, and hence

$$
\rho(B;\lambda)=\lambda\,\rho(B/\lambda;1),\qquad \rho_0(\lambda)=\lambda\rho_0(1).
$$

Thus MR depends on $B/\lambda$, which is proportional to $B/\rho_0$. This is Kohler scaling. The extra assumption is now visible: temperature is taken to change all rates by a common factor, while carrier densities and band structure stay fixed. Quasiparticles alone do not guarantee that.

Nor does the argument ask how $\lambda$ varies with $T$. As an illustration, let the mean electron and hole rates be $k_BT/\hbar$ and $3k_BT/\hbar$, both with a 20% fourfold variation around the orbit. For pockets with the density and mass of the worked case below, the numerical solution at $x=3$ T/(µΩ cm) gives MR = 0.178 at both 20 K and 200 K. If such rates came from electron-electron scattering and persisted to zero temperature, they would not follow the Fermi-liquid $T^2$ law, yet the scaling plot would look perfect. The plot is a poor witness in both directions.

**Two pockets, solved in full**

Take one electron and one hole pocket, spherical and parabolic, each with density $n$. The densities are fixed and each rate is uniform over its pocket. Multiply the orbit equation by $w$ and average over the Fermi sphere. Integration by parts gives

$$
\left\langle w\,\partial_\varphi\psi\right\rangle=-\left\langle(\partial_\varphi w)\psi\right\rangle=-i\langle w\psi\rangle .
$$

On the right-hand side, $\langle v_x^2\rangle=\langle v_y^2\rangle=v_F^2/3$ and $\langle v_xv_y\rangle=0$. With $E=E_x+iE_y$,

$$
\left(\Gamma+\frac{iqB}{m}\right)\langle w\psi\rangle=\frac{qv_F^2}{3}E .
$$

The current is $J=J_x+iJ_y=qg\langle w\psi\rangle$. The density of states, with both spins, is $g=3n/(mv_F^2)$, so

$$
\frac EJ=\frac{m\Gamma+iqB}{nq^2}.
$$

Define positive mobilities $\mu_i=e/(m_i\Gamma_i)$. Electrons have $q=-e$ and holes have $q=+e$:

$$
\rho_e=\frac{1}{en}\left(\frac1{\mu_e}-iB\right),\qquad
\rho_h=\frac{1}{en}\left(\frac1{\mu_h}+iB\right).
$$

The real part of each is independent of $B$: either pocket alone would show no magnetoresistance. The effect comes from their combination. Both pockets feel the same electric field and their currents add, so $\rho=\rho_e\rho_h/(\rho_e+\rho_h)$. In the sum the magnetic terms cancel because the densities are equal. The product is

$$
\rho_e\rho_h=\frac1{(en)^2}\left[\frac1{\mu_e\mu_h}+B^2+iB\left(\frac1{\mu_e}-\frac1{\mu_h}\right)\right].
$$

Dividing by the sum $(1/\mu_e+1/\mu_h)/(en)$ and multiplying top and bottom by $\mu_e\mu_h$ gives

$$
\rho=\frac{1+\mu_e\mu_hB^2+iB(\mu_h-\mu_e)}{en(\mu_e+\mu_h)} .
$$

The real part is $\rho_{xx}$ and the imaginary part is $\rho_{yx}$. Therefore

$$
\rho_0=\frac1{en(\mu_e+\mu_h)},\qquad \mathrm{MR}=\mu_e\mu_hB^2,\qquad
R_H\equiv\frac{\rho_{yx}}B=\frac1{en}\frac{\mu_h-\mu_e}{\mu_h+\mu_e}.
$$

With this convention $R_H$ is positive when holes are the more mobile.

To test Kohler scaling, insert $B=x\rho_0$ and let $r=\mu_e/\mu_h$:

$$
\mathrm{MR}=\frac{\mu_e\mu_h}{(\mu_e+\mu_h)^2}\frac{x^2}{(en)^2}=Kx^2,\qquad
K=\frac1{(en)^2}\frac{r}{(1+r)^2}.
$$

The magnitude of the scattering has dropped out, but the ratio has not. Two temperatures with ratios $r$ and $s$ share a curve when $r(1+s)^2=s(1+r)^2$. Expanding and collecting terms turns this into

$$
(r-s)(1-rs)=0 .
$$

Within this model, two Kohler curves coincide if and only if the mobility ratios are equal or reciprocal.

**When ordinary rates break the rule**

Taking the logarithm of $K$ and differentiating,

$$
\frac{d\ln K}{dT}=\left(\frac1r-\frac2{1+r}\right)\frac{dr}{dT}
=\frac{1-r}{1+r}\,\frac{d\ln r}{dT}.
$$

For fixed masses $r\propto\Gamma_h/\Gamma_e$, so

$$
\frac{d\ln r}{dT}=\frac{\Gamma_h'}{\Gamma_h}-\frac{\Gamma_e'}{\Gamma_e}.
$$

What matters is the fractional change of each total rate. Suppose $\Gamma_i=g_i+a_i\theta(T)$, with residual rates $g_i$ and the same thermal function $\theta$ in both pockets. The ratio is constant only if $a_e/g_e=a_h/g_h$. Defects and thermal scattering have no general reason to satisfy this equality.

The choice $\theta=T^2$ is the textbook Fermi liquid with impurities, and it breaks Kohler scaling whenever the equality fails, apart from accidental reciprocal pairs. Near $r=1$ the prefactor $(1-r)/(1+r)$ vanishes, so a large change in relative scattering can then leave little trace in $K$. The largest value, $K=1/(2en)^2$, occurs there.

**A worked case**

The inputs are round model parameters in the rough regime of a clean MoSi₂ crystal, not a fit to it. Each pocket has $n=2\times10^{21}$ cm⁻³ and mass $0.5m_0$. The residual rates are 0.2 ps⁻¹ for electrons and 1 ps⁻¹ for holes. The phonon rates at 300 K are $P_e=60$ ps⁻¹ and $P_h=30$ ps⁻¹, and both follow the Bloch-Grüneisen form with $\Theta=500$ K:

$$
\Gamma_i=g_i+P_i\left(\frac{T}{300\ \mathrm K}\right)^5
\frac{\mathcal J(\Theta/T)}{\mathcal J(\Theta/300\ \mathrm K)},\quad
\mathcal J(y)=\int_0^y\frac{z^5\,dz}{4\sinh^2(z/2)} .
$$

At low temperature $\mathcal J$ is constant and the phonon rate varies as $T^5$. At high temperature the integrand tends to $z^3$, so $\mathcal J\propto T^{-4}$ and the rate is linear in $T$. These are ordinary phonon laws, in their lowest variational form: the rate is taken as independent of carrier energy, an approximation whose size is given with the limits of the model below. Here $\Theta$ is a model cutoff: in a small pocket it is set by phonons that span the Fermi sphere and need not equal the Debye temperature. Values from 250 to 750 K move the MR ratio between 100 and 10 K, found below, only between 1.64 and 1.76.

At 10 K the mobilities are 17,572 and 3517 cm²/Vs, or 1.757 and 0.3517 m²/Vs in the units in which $\mu B$ is dimensionless with $B$ in tesla. Since $1/(en)=0.3121$ µΩ cm/T,

$$
\rho_0=\frac{0.3121}{1.757+0.3517}=0.148\ \text{µΩ cm}.
$$

At 9 T, $\mathrm{MR}=1.757\times0.3517\times81\approx50$. For a scaling comparison, however, $x$ must be held fixed rather than $B$. Choosing $x=3$ T/(µΩ cm) requires $B=0.444$ T at 10 K, and gives

$$
\mathrm{MR}=1.757\times0.3517\times0.444^2\approx0.122 .
$$

At 100 K the mobilities are 458 and 742 cm²/Vs and $\rho_0=2.60$ µΩ cm. The same $x$ now requires 7.80 T, and

$$
\mathrm{MR}=0.0458\times0.0742\times7.80^2\approx0.207 .
$$

Kohler scaling would make these values equal. Their ratio is 1.70. The cause is the fall of $r$ from 5.00 to 0.617: defects favour electrons at low temperature, while phonons favour holes at high temperature.

The values between and beyond show why a few curves can mislead. At the same $x$, MR is 0.137 at 30 K, 0.204 at 50 K, 0.216 at 75 K, and 0.197 at 300 K. The rise and fall follow from the maximum of $K$ at $r=1$. From 75 to 300 K the change is only about 9%, although $\rho_0$ grows from 1.22 to 18.2 µΩ cm. The 300 K entry would need 54 T, so it is a model value rather than a proposal for a routine measurement.

There is also an accidental match. At 57.35 K, $r=1.25$; at 74.09 K, $r=0.80$, its reciprocal. Both give $K=0.02405$ (µΩ cm/T)². The Hall coefficients are $-0.0347$ and $+0.0347$ µΩ cm/T, so the two states are different even though their Kohler curves coincide.

Two variants isolate the cause. If both pockets have the same phonon rate, 45 ps⁻¹ at 300 K, the MR ratio between 100 and 10 K at fixed $x$ is 1.79. Unequal residual rates are then enough. In the second variant phonons are removed and both pockets receive the order-of-magnitude electron-electron rate $(k_BT)^2/(\hbar E_F)$. With $E_F=1.158$ eV this is 0.0975 ps⁻¹ at 100 K, and the ratio is 1.20. This treats every such collision as a loss of momentum from the pocket to the lattice, which requires umklapp processes. For spheres this small in the MoSi₂ cell, collisions that leave each carrier in its own pocket cannot provide it: they transfer at most $4k_F=15.6$ nm⁻¹, while the shortest reciprocal lattice vector is about 16.0 nm⁻¹. The margin is narrow, since a density about 8% higher would close it, but at the chosen density the variant is only schematic.

The conclusion does not depend on it. Let the same rate, now called $\eta$, act instead as friction between the two pockets, which conserves their total momentum. For equal masses and densities the drift equations then give

$$
K=\frac{1}{(en)^2}\,\frac{\Gamma_e\Gamma_h+\eta(\Gamma_e+\Gamma_h)}{(\Gamma_e+\Gamma_h)^2}.
$$

With only the residual rates in $\Gamma_e$ and $\Gamma_h$, the ratio between 100 and 10 K is 1.58. Impurities and a $T^2$ friction rate suffice for a visible violation.

The Boltzmann description is consistent with the chosen rates. The largest rate in the main example, that of electrons at 300 K, has $\hbar\Gamma=39.6$ meV, or 3.4% of $E_F$. This is larger than $k_BT\approx26$ meV, so at 300 K the levels are not sharp on the thermal scale. These are transport rates, which only estimate the level widths; for Debye phonons that backscatter at the cutoff, the thermally averaged single-particle width of the electrons at 100 K is about 7 meV. At the two temperatures compared above the rates are below $k_BT$, though not far below: the larger $\hbar\Gamma$ is 0.66 meV at 10 K and 5.1 meV at 100 K, against $k_BT=0.86$ and 8.6 meV.

**A better use of the data**

The Hall coefficient supplies what the scaling plot lacks. From the formula for $R_H$,

$$
(enR_H)^2=\left(\frac{1-r}{1+r}\right)^2
=1-\frac{4r}{(1+r)^2}=1-4(en)^2K ,
$$

and therefore

$$
4K+R_H^2=\frac1{(en)^2}.
$$

Each term may vary with temperature, but in this model their sum may not. At 10 K, $4(0.01353)+(-0.2080)^2=0.0974$ (µΩ cm/T)². At 100 K, $4(0.02298)+(0.0739)^2=0.0974$ in the same unit. The violation of Kohler scaling is balanced by the change in the Hall coefficient.

The sum determines $en$. Then $\rho_0$ gives $\mu_e+\mu_h=1/(en\rho_0)$, and $R_H$ divides it:

$$
\mu_h=\frac{1+enR_H}{2en\rho_0},\qquad
\mu_e=\frac{1-enR_H}{2en\rho_0}.
$$

The temperature laws of the two mobilities can then be examined separately. Agreement with the sum rule is informative only where $K$ and $R_H$ themselves change with temperature, since constant values give a constant sum in any model. Agreement would then be consistent with two isotropic, compensated pockets. It would not by itself establish a Fermi liquid, because the rule does not restrict how either rate depends on temperature.

**Unequal densities**

Compensation simplifies the algebra but is not needed for the objection. For electron density $n$ and hole density $p$, write $\rho_e=\alpha-i\beta$ and $\rho_h=\alpha'+i\beta'$, where

$$
\alpha=\frac1{en\mu_e},\quad \beta=\frac B{en},\quad
\alpha'=\frac1{ep\mu_h},\quad \beta'=\frac B{ep}.
$$

Multiplying $\rho_e\rho_h/(\rho_e+\rho_h)$ by the complex conjugate of its denominator gives

$$
\rho_{xx}=\frac{\alpha|\rho_h|^2+\alpha'|\rho_e|^2}{D},\qquad
D=(\alpha+\alpha')^2+(\beta'-\beta)^2 .
$$

Subtract $\rho_0=\alpha\alpha'/(\alpha+\alpha')$. The field-independent terms cancel, and the rest form a square:

$$
\rho_{xx}-\rho_0=\frac{(\alpha\beta'+\alpha'\beta)^2}{(\alpha+\alpha')D}.
$$

Dividing by $\rho_0$ and restoring the mobilities,

$$
\mathrm{MR}=\frac{np\,\mu_e\mu_h(\mu_e+\mu_h)^2B^2}
{(n\mu_e+p\mu_h)^2+(p-n)^2\mu_e^2\mu_h^2B^2}.
$$

For $p=n$ this returns $\mu_e\mu_hB^2$. For $p\ne n$ it saturates at high field:

$$
\mathrm{MR}_\infty=\frac{np}{(p-n)^2}\frac{(1+r)^2}{r}.
$$

The saturation value also depends on $r$, so a changing mobility ratio spoils the scaling there too. It is smallest at $r=1$, whereas the low-field coefficient of a nearly compensated metal is largest near $r=1$. Kohler curves can therefore cross in principle, but near compensation only at very high field: for the worked pockets with a 1% hole excess, the 10 and 100 K curves cross where $B$ is about 260 T at 10 K and 4500 T at 100 K, and with a 20% excess the 100 K field is still about 140 T.

**The real silicide and the limits of the model**

The primitive cell of tetragonal MoSi₂ contains one formula unit and an even number of electrons. A stoichiometric, nonmagnetic crystal therefore has equal total electron and hole densities, which motivates the choice $p=n$. The model's 18 µΩ cm at 300 K is of the right rough size for good crystals. Its low residual resistivity, about 120 times smaller, describes a very clean crystal and not a typical contact film. The real Fermi surface is not a pair of spheres, and the fivefold difference in residual rates is an assumption.

The following changes were applied separately to the MR ratio between 100 and 10 K at $x=3$ T/(µΩ cm), whose model value is 1.70:

- An excess of 1% in the hole density gives 1.67.
- A 20% fourfold variation of both rates around the orbit gives 1.59.
- Friction between electrons and holes, with a rate of order $(k_BT)^2/(\hbar E_F)$, gives 1.74.
- Thermal growth of the densities leaves 1.70; the growth is only 0.06% even at 300 K.
- Doubling the electron mass along $c$, with $B$ in the basal plane and the current perpendicular to both $B$ and $c$, gives 1.22.

The last change is the largest, and its origin can be derived. Let $A_e$ and $A_h$ be the resistivity matrices of the pockets in the plane normal to $B$. Then $\rho=A_e(A_e+A_h)^{-1}A_h$, as inversion confirms. The magnetic off-diagonal terms cancel in $A_e+A_h$, whose entry along $c$ is $(2/\mu_e+1/\mu_h)/(en)$. The $B^2$ term along the current is divided by this entry instead of $(1/\mu_e+1/\mu_h)/(en)$, so

$$
\mathrm{MR}=\mu_e\mu_hB^2\,\frac{1+r}{2+r}.
$$

The new factor falls from 0.857 at 10 K to 0.618 at 100 K and offsets much of the increase in $K$. For a mass ratio $\gamma$ the factor is $(1+r)/(\gamma+r)$, and the accidental match moves from $rs=1$ to $rs=\gamma$. Here $rs\approx3.1$, so $\gamma=3$ gives a ratio of 1.01 and $\gamma=4$ gives 0.89. Field direction must therefore be stated in any quantitative comparison.

The sum rule is also approximate once scattering is anisotropic. With the same 20% variation, $(en)^2(4K+R_H^2)$ at this $x$ is 1.06 at 10 K and 1.05 at 100 K, instead of 1. Mass anisotropy matters more: with the doubled electron mass and the field direction used above, the same quantity is 0.78 at 10 K and 0.73 at 100 K. An excess of 1% in the hole density gives 0.91 at 10 K if the field is 9 T. Friction changes the quantity to $1+4\eta/(\Gamma_e+\Gamma_h)$, which at 100 K is 1.03 in the main example and 1.33 with phonons removed. Phonon scattering is also inelastic, so its rate depends on carrier energy on the scale of $k_BT$. Solving the energy-dependent equation for Debye phonons that backscatter at the cutoff, with the same Bloch-Grüneisen average rates, lowers $\rho_0$ at 100 K from 2.60 to about 2.1 µΩ cm, raises the MR ratio from 1.70 to about 2.1, and gives about 1.2 for the sum at 100 K, even for isotropic compensated spheres. Discrepancies of this size are thus no evidence against quasiparticles either.

Thin films break the bulk assumption much more strongly. At 10 K the model's mean free paths are 4508 nm for electrons and 902 nm for holes. Suppose boundaries add a rate $v_F/(30\ \mathrm{nm})$ to each pocket. Since $v_F=4508\times0.2\approx902$ nm/ps, the added rate is about 30 ps⁻¹, and both mobilities fall to roughly 115 cm²/Vs. At 9 T the MR drops from about 50 to about $(0.0115\times9)^2\approx0.01$. The pockets then have nearly equal mobilities, so $K$ stays near its maximum and the violation becomes small. This simple estimate ignores the detailed boundary conditions, but it shows that the example belongs to bulk crystals.

**Assessment**

The reported failure of scaling is evidence against a common temperature factor for all scattering rates at fixed band structure and densities. It is not evidence against quasiparticles. A claim of non-Fermi-liquid transport would need a separate argument. As a first step, the manuscript should report $R_H(T)$ for the same crystal and field direction, test $4K+R_H^2$ where the two-pocket model is reasonable, and examine the two mobilities. Failure of that test would still leave ordinary causes to be excluded, among them anisotropy, energy-dependent phonon scattering, additional pockets, unequal or changing densities, and friction between electrons and holes. The numerical output gives the full set of values for the example.

## Numbers as computed

```
Density per pocket 2.0e+21 cm^-3, mass 0.50 m0
Residual rates e, h: 0.20, 1.00 1/ps
Phonon rates at 300 K e, h: 60, 30 1/ps; Debye 500 K
Fermi energy of each pocket 1.158 eV
1/(en) = 0.3121 uohm cm/T
1/(en)^2 = 0.09739 (uohm cm/T)^2
Largest K = 0.02435 (uohm cm/T)^2
Common x = 3.0 T/(uohm cm)
10 K: rates e 0.200, h 1.000 1/ps; mob e 17571.9, h 3517.3 cm2/Vs; r 4.996
  rho0 0.1480 uohm cm; MR(9 T) 50.06; RH -0.2080 uohm cm/T
  common x: B 0.444 T, MR 0.1218, K 0.01353 (uohm cm/T)^2
30 K: rates e 0.245, h 1.022 1/ps; mob e 14361.0, h 3440.3 cm2/Vs; r 4.174
  rho0 0.1753 uohm cm; MR(9 T) 40.02; RH -0.1915 uohm cm/T
  common x: B 0.526 T, MR 0.1367, K 0.01518 (uohm cm/T)^2
50 K: rates e 0.741, h 1.271 1/ps; mob e 4747.0, h 2768.7 cm2/Vs; r 1.715
  rho0 0.4152 uohm cm; MR(9 T) 10.65; RH -0.0821 uohm cm/T
  common x: B 1.246 T, MR 0.2039, K 0.02266 (uohm cm/T)^2
75 K: rates e 3.129, h 2.464 1/ps; mob e 1124.3, h 1427.4 cm2/Vs; r 0.788
  rho0 1.2230 uohm cm; MR(9 T) 1.3; RH +0.0371 uohm cm/T
  common x: B 3.669 T, MR 0.2160, K 0.02400 (uohm cm/T)^2
100 K: rates e 7.677, h 4.739 1/ps; mob e 458.2, h 742.3 cm2/Vs; r 0.617
  rho0 2.5995 uohm cm; MR(9 T) 0.2755; RH +0.0739 uohm cm/T
  common x: B 7.798 T, MR 0.2069, K 0.02298 (uohm cm/T)^2
300 K: rates e 60.200, h 31.000 1/ps; mob e 58.4, h 113.5 cm2/Vs; r 0.515
  rho0 18.1540 uohm cm; MR(9 T) 0.005371; RH +0.0999 uohm cm/T
  common x: B 54.462 T, MR 0.1967, K 0.02185 (uohm cm/T)^2
d ln K/dT at 50 K: 0.01255 1/K
Accidental pair: 57.35 K (r=1.25), 74.09 K (r=0.80)
  K 0.02405, 0.02405 (uohm cm/T)^2; RH -0.0347, +0.0347 uohm cm/T
T-linear rates kT/hbar (e), 3kT/hbar (h): MR at common x 0.17787 (20 K), 0.17787 (200 K)
Same phonon rate 45 1/ps at 300 K in both: MR ratio 100 K/10 K 1.792
T^2 rate at 100 K 0.0975 1/ps; phonons off: MR ratio 100 K/10 K 1.205
MR(100 K)/MR(10 K) at common x; Kohler scaling would give 1:
  model 1.6982; 1% excess holes 1.6679
  20% fourfold rate variation 1.5947
  in-plane field, electron c-mass doubled 1.2244
  electron-hole friction 1.7445; thermal density 1.6980
(4K+RH^2)(en)^2 with 20% rate variation: 1.0633 (10 K), 1.0522 (100 K)
Density growth by 300 K: 0.0615 %
300 K electron: hbar*rate 39.62 meV, over Fermi energy 0.0342
300 K phonon coupling hbar*rate/(2 pi kT), e, h: 0.243, 0.122
10 K mean free paths e, h: 4508, 902 nm
Landau spacing at 9 T 2.084 meV; oscillation estimate at 10 K 1.1e-04 (relative)
Gap for breakdown probability 0.001 at 9 T: 0.146 eV
```
